# Why a looser crystal cage cancels part of a volatility gain

Take a model precursor that needs 100 kJ/mol to leave its crystal, and weaken its intermolecular attraction so that it needs 90 kJ/mol. At 400 K the Boltzmann factor alone promises a vapour pressure 20.2 times higher. The pressure of the model rises by a factor of 14.7. The missing factor, 0.729, is entropic: the weaker attraction also holds each molecule less tightly, which favours the crystal.

## A cage made by the neighbours

Let $D$ be the static energy per mole needed to turn crystal into separated molecules at rest. The corresponding energy per molecule is $D/N_A$. To connect $D$ with stiffness, place a globular molecule among twelve fixed neighbours at distance $r_0$, arranged as in a face-centred cubic crystal. Each pair interacts through

$$u(r)=\varepsilon\left[\left(\frac{r_0}{r}\right)^{12}-2\left(\frac{r_0}{r}\right)^6\right].$$

The central molecule feels a cage of depth $12\varepsilon$. Each bond belongs to two molecules, however, so with only nearest-neighbour bonds counted the crystal energy per molecule is half of this, and $D/N_A=6\varepsilon$.

At $r=r_0$ the pair force vanishes and the curvature is

$$u''(r_0)=\frac{\varepsilon}{r_0^2}(12\cdot13-2\cdot6\cdot7)=\frac{72\varepsilon}{r_0^2}.$$

Cubic symmetry makes the translational stiffness $K$ the same in every direction. It is therefore one third of the summed Laplacians of the pair energies. Since $u'(r_0)=0$, each Laplacian is just $u''(r_0)$, so

$$K=\frac{12}{3}\,\frac{72\varepsilon}{r_0^2}=\frac{288\varepsilon}{r_0^2}=\frac{48}{r_0^2}\frac{D}{N_A}.$$

Depth and stiffness are thus two properties of one potential. Multiplying the potential by a number, with its shape and range unchanged, multiplies both by that number.

The molecule also librates about three axes. A central pair potential exerts no torque, so the librational stiffness must be assumed. I take $\kappa=c_rD/N_A$, with constant $c_r$, which says that the orienting forces scale with the same attraction.

## From the cage to the vapour pressure

Treat the vapour as an ideal gas of rigid molecules with mass $m$ and three equal moments of inertia $I$. Internal vibrations are taken to be the same in both phases and cancel. The molecule has one distinct orientation in the crystal, and the crystal's small volume is neglected. With the energy zero at separated molecules at rest, the chemical potentials per molecule are

$$\mu_g=-k_BT\ln\frac{k_BT\,q_r}{p\Lambda^3},\qquad
\mu_s=-\frac{D}{N_A}-k_BT\ln z.$$

Here $\Lambda^{-3}=(mk_BT/2\pi\hbar^2)^{3/2}$, and $q_r=8\pi^2(Ik_BT/2\pi\hbar^2)^{3/2}$ is the rotational partition function. The cage partition function $z$ contains six oscillators. When $\hbar\omega\ll k_BT$, each contributes $k_BT/\hbar\omega$:

$$z=\left(\frac{k_BT}{\hbar\omega_t}\right)^3\left(\frac{k_BT}{\hbar\omega_r}\right)^3,\qquad \omega_t^2=\frac Km,\quad \omega_r^2=\frac{\kappa}{I}.$$

Setting $\mu_g=\mu_s$ and solving for the pressure gives

$$p=\frac{k_BT\,q_r}{\Lambda^3z}\,e^{-D/RT}.$$

The translational factors combine as

$$\frac{1}{\Lambda^3}\left(\frac{\hbar\omega_t}{k_BT}\right)^3
=\left(\frac{mk_BT}{2\pi\hbar^2}\,\frac{\hbar^2K}{m(k_BT)^2}\right)^{3/2}
=\left(\frac{K}{2\pi k_BT}\right)^{3/2}.$$

The mass has cancelled. The rotational factors combine in the same way, with $I$ cancelling, so

$$p=8\pi^2k_BT\left(\frac{K}{2\pi k_BT}\right)^{3/2}\left(\frac{\kappa}{2\pi k_BT}\right)^{3/2}e^{-D/RT}.$$

Inserting both stiffnesses, and using $D/(N_Ak_BT)=D/RT$, gives

$$p=\frac{8\pi^2k_BT}{r_0^3}(48c_r)^{3/2}\left(\frac{D}{2\pi RT}\right)^3e^{-D/RT}.$$

The exponential is the cost of leaving the well. The factor $D^3$ is the reward for leaving a tight cage. A deeper well therefore lowers the pressure by less than its energy alone suggests.

For the example, choose $r_0=0.8$ nm, $c_r=5$ rad$^{-2}$, $m=400$ u and $I=15$ u nm². At 400 K, $RT=3.326$ kJ/mol. The formula gives 30.3 Pa for $D=100$ kJ/mol and 447 Pa for $D=90$ kJ/mol.

The classical limit is a good one here. For the deeper well, $\hbar\omega/k_BT$ is 0.083 for translation and 0.110 for libration. Replacing $k_BT/\hbar\omega$ by the quantum result $1/[2\sinh(\hbar\omega/2k_BT)]$ multiplies the pressure, to leading order, by $1+(0.083^2+0.110^2)/8$, an increase of 0.24%.

## Separating enthalpy from entropy

At fixed $D$ the pressure varies as $T^{-2}e^{-D/RT}$. The Clausius–Clapeyron equation for an ideal vapour then gives

$$\Delta H=RT^2\frac{d\ln p}{dT}=RT^2\left(-\frac2T+\frac{D}{RT^2}\right)=D-2RT.$$

The term $-2RT$ is the gas enthalpy of thermal motion, $4RT$, minus the energy $6RT$ of six classical oscillators. It is the same for both wells, so $\Delta H$ changes by as much as $D$ does.

The standard entropy follows from $\Delta G^\circ=-RT\ln(p/p^\circ)$, with $p^\circ=1$ bar:

$$\Delta S^\circ=\frac{\Delta H}{T}+R\ln\frac{p}{p^\circ}.$$

The $D/T$ in the first term cancels the $-D/T$ in the second. What remains is $3R\ln D$ plus terms independent of $D$.

In the example $\Delta H$ falls from 93.3 to 83.3 kJ/mol, and $\Delta S^\circ$ falls from 166.0 to 163.4 J/(mol K). The gas is unchanged; the entropy of sublimation falls because the loosened crystal has gained entropy.

## How much is cancelled

Let both stiffnesses vary more generally as $D^n$. Each frequency then varies as $D^{n/2}$, and six frequencies contribute $D^{3n}$ to the pressure. Lowering the well from $D_0$ to $D_1$ at fixed temperature gives

$$\ln\frac{p_1}{p_0}=\frac{D_0-D_1}{RT}-3n\ln\frac{D_0}{D_1}.$$

The first term is the enthalpic gain and the second is the entropic loss. Their ratio is the cancelled fraction,

$$\chi=\frac{3nRT}{L},\qquad L=\frac{D_0-D_1}{\ln(D_0/D_1)},$$

where $L$ is the logarithmic mean of the two depths. For $n=1$ the gain is $10/3.326=3.01$ and the loss is $3\ln(100/90)=0.316$. With $L=94.9$ kJ/mol,

$$\chi=\frac{3\times3.326}{94.9}=0.105.$$

About a tenth of the gain in $\ln p$ is cancelled. If the stiffness did not respond to the depth, $n$ would be zero and nothing would be cancelled.

The smallness of this number has a simple origin. For a small change of depth with $n=1$, the fraction is $3RT/D$. By equipartition, six harmonic modes hold a mean potential energy of $6\times RT/2=3RT$. The cancelled fraction is therefore the thermal potential energy in the cage divided by the energy needed to leave the crystal. A crystal with a low vapour pressure has a small ratio.

Complete local cancellation would require $D=3RT$. The thermal potential energy would then equal the whole binding energy $D$, and a harmonic description of a bound molecule would have lost its basis.

## At the working pressure

Precursors can also be compared at the temperature that delivers a required pressure. Solving numerically for 100 Pa, with the oscillator, rotor and translational levels summed explicitly, gives these results for $n=1$:

| $D$ (kJ/mol) | $T$ (K) | $D/RT$ | $3RT/D$ |
|---:|---:|---:|---:|
| 70 | 296.4 | 28.4 | 10.6% |
| 100 | 417.7 | 28.8 | 10.4% |
| 130 | 537.8 | 29.1 | 10.3% |

The depth nearly doubles, but the fraction hardly moves. Apart from the slowly varying prefactor $k_BT/r_0^3$, the pressure depends on $D$ and $T$ through $D/RT$ alone, so fixing the pressure nearly fixes that ratio.

The saving in temperature is reduced by a similar fraction. Along a line of constant pressure,

$$0=-\frac{1-\chi}{RT}\,dD+\frac{\Delta H}{RT^2}\,dT,
\qquad\text{so}\qquad \frac{dT}{dD}=\frac{T(1-\chi)}{\Delta H},$$

with $\chi=3RT/D$ for a small step. A fixed cage has the same expression without $\chi$. For the finite step from 100 to 90 kJ/mol, the temperature for 100 Pa falls from 417.7 K to 377.5 K. Had the cage kept its original stiffness, it would have fallen to 373.0 K. The looser cage costs 4.4 K of a possible 44.7 K, or 9.9%.

## A straight line is not strong cancellation

Nine wells equally spaced from 80 to 120 kJ/mol, all at 400 K, give a correlation coefficient of 0.998 between $\Delta S^\circ$ and $\Delta H$. The plot is nearly straight because $\ln D$ bends little over this range.

The strength of compensation lies in the slope. Its inverse is the compensation temperature, which between the ends of the family is

$$T_c=\frac{\Delta H_0-\Delta H_1}{\Delta S^\circ_0-\Delta S^\circ_1}=\frac{L}{3R}\approx4000\ \text{K}.$$

The cancelled fraction is $T/T_c$, again about one tenth. No crystal is implied at 4000 K; $T_c$ is a slope expressed as a temperature.

## What would change the answer

At the same temperature and well depths, stronger compensation in this model needs a stiffness that rises faster than the depth. Suppose the distance over which the restoring force develops varies as $D^{-s}$. Curvature is energy divided by length squared, so $n=1+2s$, provided the angular range narrows in the same way. With $s=1/2$, $n=2$ and 21% is cancelled. Cancelling half requires

$$n=\frac{L}{6RT}=4.76,\qquad s=1.88.$$

The 10% reduction in depth would then have to widen the range by a factor $(0.9)^{-1.88}=1.22$. That is a substantial change in the form of the interaction.

With the neighbour distance held at $r_0$, anharmonicity acts the other way. The harmonic free volume varies as $D^{-3/2}$. Integrating the Boltzmann factor of the full twelve-neighbour potential on a grid gives a local exponent of 1.44 in place of 1.5 at $D=100$ kJ/mol and 400 K. At twice the depth it is 1.47.

The site has inversion symmetry, so the first correction to the energy is quartic in displacement. Averaged over directions, one neighbour contributes $r^4\nabla^4u/120$, with

$$\nabla^4u=u''''+\frac{4u'''}{r_0}=\frac{(26712-6048)\varepsilon}{r_0^4}=\frac{20664\,\varepsilon}{r_0^4}.$$

Its positive sign means that the cage stiffens at larger displacements. The mean quartic energy divided by $k_BT$ is proportional to $RT/D$, because $\langle r^4\rangle\propto(RT/D)^2$. The free volume therefore acquires a factor $1-bRT/D$ with $b>0$, and the exponent becomes $3/2-bRT/D$ to leading order. With $\langle r^4\rangle=15(k_BT/K)^2$ and twelve neighbours, $b=2.24$. The leading term then gives 1.425 and 1.463, close to the grid values 1.436 and 1.466. It accounts for most of the behaviour, including the near halving of the shortfall when the depth doubles. Using 1.44 for translation lowers the translational share of $\chi$ from 5.3% to about 5.0%.

This sign belongs to fixed volume. A crystal under its own vapour is free to expand, and the cage softens quickly as the neighbours recede. Let the spacing minimise the free energy of the same cell model, with $\kappa$ kept independent of spacing. The lattice then expands by 1.5% at $D=100$ kJ/mol and 400 K, and the exponent rises to 1.63. The translational share becomes about 5.75% and $\chi$ about 11%. Expansion outweighs the quartic stiffening, but the cancelled fraction stays near one tenth.

Fixed neighbours are a less serious restriction on the exponent than on the pressure itself. In a harmonic crystal, multiplying every force constant by one factor multiplies every squared mode frequency by that factor. Correlated motion changes the prefactor but leaves the $D^{3n}$ scaling intact.

The estimate does require a family with similar molecular size, rigidity and packing. Thermal expansion is left out of the harmonic formula; as estimated above, it raises $\chi$ slightly. Flexible groups that freeze in the crystal, orientational disorder and association in the vapour are also left out. Each of these can change the entropy without following the depth–stiffness relation used here.

Numbers in the example were calculated in double precision.
